# Field-energy gain of metallic and dielectric spherical embryos

## Question

I am working on an exercise about how a conducting filament starts in a memory cell. An insulating film of permittivity \(\varepsilon_h\) carries a uniform field \(E_0\), and a small metallic sphere of radius \(R\) appears in it. The field is said to favour this embryo by a certain energy. I must replace the metal by a dielectric with \(\varepsilon_i=3\varepsilon_h\) and show that the field-energy gain falls to 40 percent of the metallic value.

I tried multiplying the change in energy density, \((\varepsilon_i-\varepsilon_h)E_0^2/8\pi\), by the volume of the sphere. Two things go wrong. The result is positive, so the embryo seems to cost energy. It also grows without limit as \(\varepsilon_i\to\infty\), so there is no metallic value to compare with. What is the right calculation, and does the 40 percent mean anything for a real device?

## Answer

Your two difficulties have separate causes. The sign is wrong because the voltage source has been left out. The divergence appears because the field inside the sphere is not \(E_0\).

I take both spheres to have the same radius and the same applied field. They are uncharged and far from the electrodes, and both media respond linearly, isotropically and statically. The algebra is in atomic units with Gaussian electrostatics: \(\mathbf D=\varepsilon\mathbf E\), and the field energy density is \(\varepsilon E^2/8\pi\). At fixed temperature this is a free-energy density.

### 1. Which energy falls

Let the electrodes carry charges \(\pm Q\) at voltage \(V\). For a linear system the stored energy is \(U=QV/2\). A source that holds \(V\) fixed supplies the work \(V\,\Delta Q\) when the charge changes, so the energy of field plus source is

\[
\Omega=U-QV=\tfrac12QV-QV=-U .
\]

Hence \(\Delta\Omega=-\Delta U\) at fixed voltage. The stored energy does rise, as you found, but the source pays twice that rise. I define the gain as the fall of \(\Omega\):

\[
g=-\Delta\Omega=(\Delta U)_V .
\]

An isolated capacitor leads to the same gain. Let the embryo change the capacitance from \(C\) to \(C+\delta C\). At fixed voltage, \(U=CV^2/2\) gives \(g=V^2\delta C/2\). At fixed charge,

\[
(\Delta U)_Q=\frac{Q^2}{2(C+\delta C)}-\frac{Q^2}{2C}
=-\frac{Q^2\,\delta C}{2C(C+\delta C)}
=-\frac{g}{1+\delta C/C},
\]

where the last step uses \(Q=CV\) for the initial state. For an embryo small compared with the capacitor, \(\delta C\ll C\), and the stored energy itself falls by \(g\).

### 2. Reducing the energy to an integral over the sphere

Let \(\mathbf E_0,\mathbf D_0\) be the fields without the sphere, and \(\mathbf E,\mathbf D\) those with it, at the same voltage. The difference of potentials \(\psi=\phi-\phi_0\) vanishes on both electrodes, and \(\mathbf E-\mathbf E_0=-\nabla\psi\). Integration by parts gives

\[
\int \mathbf D\cdot(\mathbf E-\mathbf E_0)\,dV
=-\oint\psi\,\mathbf D\cdot d\mathbf S+\int\psi\,\nabla\cdot\mathbf D\,dV=0 .
\]

The surface term vanishes on the electrodes because \(\psi=0\), and on the distant side walls because no flux crosses them. The volume term vanishes because there is no free charge in the film. The sphere's surface adds nothing, since \(\psi\) and the normal component of \(\mathbf D\) are continuous there. The same argument holds with \(\mathbf D_0\) in place of \(\mathbf D\), so

\[
\int\mathbf D\cdot\mathbf E\,dV=\int\mathbf D\cdot\mathbf E_0\,dV,\qquad
\int\mathbf D_0\cdot\mathbf E_0\,dV=\int\mathbf D_0\cdot\mathbf E\,dV .
\]

Subtracting the second from the first, and using \(\mathbf D=\varepsilon\mathbf E\) and \(\mathbf D_0=\varepsilon_h\mathbf E_0\),

\[
g=\frac1{8\pi}\int(\mathbf D\cdot\mathbf E-\mathbf D_0\cdot\mathbf E_0)\,dV
=\frac{1}{8\pi}\int_{\rm sphere}(\varepsilon_i-\varepsilon_h)\,\mathbf E\cdot\mathbf E_0\,dV .
\]

The integrand vanishes outside the sphere, where \(\varepsilon=\varepsilon_h\). Your estimate had \(E_0^2\) where the product of the true inner field and \(E_0\) belongs.

### 3. The field inside

Put the origin at the centre and the polar axis along \(\mathbf E_0\). The solutions of Laplace's equation that vary as \(\cos\theta\), are regular at the centre and approach the applied field far away are

\[
\phi_{\rm in}=-Ar\cos\theta,\qquad
\phi_{\rm out}=-E_0r\cos\theta+\frac{B\cos\theta}{r^2}.
\]

Continuity of \(\phi\) at \(r=R\) gives \(B/R^3=E_0-A\). The radial fields are \(A\cos\theta\) inside and \((E_0+2B/r^3)\cos\theta\) outside, so continuity of normal \(\mathbf D\) gives

\[
\varepsilon_iA=\varepsilon_h\left(E_0+\frac{2B}{R^3}\right)
=\varepsilon_h(3E_0-2A).
\]

Collecting the terms in \(A\), and then returning to \(B\),

\[
A=\frac{3\varepsilon_h}{\varepsilon_i+2\varepsilon_h}E_0,\qquad
B=\beta R^3E_0,\qquad
\beta=\frac{\varepsilon_i-\varepsilon_h}{\varepsilon_i+2\varepsilon_h}.
\]

The inner field is uniform and parallel to \(\mathbf E_0\), so the integral is a product:

\[
g=\frac1{8\pi}\,\frac{4\pi R^3}{3}\,(\varepsilon_i-\varepsilon_h)
\frac{3\varepsilon_h}{\varepsilon_i+2\varepsilon_h}E_0^2
=\frac12\,\varepsilon_h\beta R^3E_0^2 .
\]

### 4. The metal and the ratio

As \(\varepsilon_i\to\infty\), the inner field vanishes but \(\varepsilon_iA\to3\varepsilon_hE_0\) stays finite. Thus \(\beta\to1\) and

\[
g_{\rm metal}=\tfrac12\varepsilon_hR^3E_0^2 .
\]

This limit does describe an ideal neutral conductor. The sphere becomes an equipotential with no net flux through its surface, which fixes the outer field. The energy density left inside, \(\varepsilon_iA^2/8\pi\), vanishes as \(1/\varepsilon_i\).

With \(x=\varepsilon_i/\varepsilon_h\),

\[
\frac{g}{g_{\rm metal}}=\frac{x-1}{x+2},\qquad
x=3:\quad \frac{g}{g_{\rm metal}}=\frac{3-1}{3+2}=\frac25 .
\]

This is the required 40 percent. Physically, the surface polarization charge reduces the inner field to \(3E_0/5\). The source of the gain, \((\varepsilon_i-\varepsilon_h)A\), is then \(2\times\frac35=1.2\) in units of \(\varepsilon_hE_0\), against 3 for the metal.

For weak contrast, \(x=1+\delta\), the ratio is \(\delta/3\) to leading order. For large contrast it is \(1-3/(x+2)\), so the metallic value is approached slowly: the ratio is 0.25 at \(x=2\), 0.50 at \(x=4\) and 0.75 at \(x=10\). For \(x<1\) it is negative, and the field opposes the embryo.

A direct finite-element calculation of the energy, which does not use the sphere formula, tests this result. The outer boundary was at \(20R\), and the metal was represented by \(x=10^6\). In units of \(\varepsilon_hR^3E_0^2\), the gain at fixed boundary potential was 0.2000 for \(x=3\) and 0.5001 for the metal, a ratio of 0.4000. At fixed boundary charge the values were 0.2000 and 0.4999.

### 5. What happens to the nucleation barrier

The 40 percent applies to the field term at equal radius. Let \(\sigma\) be the interface energy per area and \(h\) the bulk free energy released per volume, both the same for the two embryos. The work of forming a sphere is

\[
W=4\pi\sigma R^2-\frac{4\pi}{3}aR^3,\qquad
a=h+\frac{3\varepsilon_h\beta E_0^2}{8\pi}.
\]

For \(a>0\), setting \(dW/dR=8\pi\sigma R-4\pi aR^2=0\) gives \(R_*=2\sigma/a\), and hence

\[
W_*=\frac{16\pi\sigma^3}{a^2}-\frac{32\pi\sigma^3}{3a^2}
=\frac{16\pi\sigma^3}{3a^2}.
\]

If the field supplies the whole driving force (\(h=0\)), going from metal to dielectric multiplies \(a\) by 0.4. The critical radius grows by a factor 2.5 and the barrier by \(2.5^2=6.25\). If \(h\) dominates, the barrier hardly changes.

### 6. Numbers for silicon in silica

Silicon and silica have permittivities of roughly 12 and 3.9. I use 11.7 and 3.9, so that the ratio is exactly 3. Take \(R=1.5\) nm, midway in a 15 nm film at 3.0 MV/cm, or 0.30 V/nm. To restore units, replace \(E_0^2\) by \((eE_0)^2/(e^2/4\pi\epsilon_0)\), where \(e^2/4\pi\epsilon_0=1.4400\) eV nm:

\[
g_{\rm metal}=\frac{3.9\times(1.5)^3\times(0.30)^2}{2\times1.4400}\ {\rm eV}
=0.411\ {\rm eV},
\]

\[
g=0.4000\times0.4113\ {\rm eV}=0.165\ {\rm eV}.
\]

At 300 K the thermal energy is 0.0259 eV, so these gains are about 16 and 6 times larger. The interface is a far larger term. For an assumed \(\sigma=0.1\) J/m², it costs \(4\pi R^2\sigma=17.6\) eV. With \(h=0\), the metallic critical radius would be

\[
R_*=\frac{2\times17.6}{3\times0.411}\times1.5\ {\rm nm}\approx43\ {\rm nm},
\]

which does not fit in the film. With these parameters, the field alone cannot nucleate a sphere.

### 7. How far the model can be trusted

**Real devices.** The example uses rough values for silicon in silica, and the numbers describe the model and not a measured cell. A real oxide may be off stoichiometry, and a real embryo need not be spherical. Shape matters: for a spheroid aligned with the field, the ratio at equal volume is \((x-1)L/[1+(x-1)L]\), where the depolarization factor \(L\) is 1/3 for a sphere. If the spheroid is three times as long as it is wide, \(L=0.109\) and the ratio at \(x=3\) falls from 0.40 to 0.18.

The chemical driving force matters too. The metallic gain of 0.411 eV is spread over 14.1 nm³, which is only about 0.6 meV per atom at 50 atoms per nm³. If \(h\) were 10 meV per atom, replacing the metal by the dielectric would raise the barrier by only about 7 percent. Both figures are for a sphere. At equal volume the metallic gain scales as \(1/L\), so a metal spheroid ten times as long as it is wide (\(L=0.0203\)) would gain about 10 meV per atom. In linear electrostatics the field term would then be comparable to this \(h\), but at this applied field the elongated metal shapes lie outside the model. The field at the tip of a metal spheroid is \(E_0/L\): about 28 MV/cm for the 3:1 shape and about 150 MV/cm for the 10:1 shape, both far above the breakdown field of silica quoted below. At the volume of the 1.5 nm sphere the 10:1 spheroid is also about 14 nm long, nearly bridging the 15 nm film, and its tip radius of curvature is about 0.07 nm, comparable to a metallic screening length. These spheroid figures show the trend with shape, not attainable gains.

For the sphere itself, the largest correction to the ratio estimated below comes from a simple model of imperfect screening in the metal, and even its sign is uncertain.

**Screening.** Let the potential in the metal obey \(\nabla^2\phi=\phi/\lambda^2\), with core permittivity 1 and a rough screening length \(\lambda=0.05\) nm. The radial solution is \(i_1(r/\lambda)\), where \(i_1(s)=\cosh s/s-\sinh s/s^2\). Matching at the surface involves the quantity \(\varepsilon R f'(R)/f(R)\) for a radial function \(f\). This equals \(\varepsilon_i\) for a dielectric, where \(f\propto r\). The metal therefore acts as a dielectric with

\[
\varepsilon_{\rm eff}=\frac{s\,i_1'(s)}{i_1(s)}
\simeq s-2+\frac{s}{s-1}=29.0,\qquad s=\frac R\lambda=30 ,
\]

where terms of order \(e^{-2s}\) are dropped. Then \(\beta=(29.0-3.9)/(29.0+7.8)=0.682\). The gain still follows from \(\beta\), because \(\Omega=-QV/2\) for any linear system and the electrode charge is set by the outer field. In this model the metallic gain drops to 0.281 eV, and the dielectric gain becomes 0.586 of it instead of 0.4. But the model has a sharp metal edge. In a real metal electrons spill out past the edge, which moves the screening charge outward and raises the gain. This can cancel or even reverse the drop, so the model settles neither the size nor the sign of the correction. It shows only that the ideal-metal value is uncertain for so small a sphere.

**Permittivity of a small particle.** If the silicon value were 9.0 instead of 11.7, the ratio to an ideal metal would be \((9.0-3.9)/(9.0+7.8)=0.304\).

**Electrodes.** The sphere has dipole moment \(p=\varepsilon_hB\). Its images lie at multiples of the film thickness \(d\), all parallel to it, and each gives an axial field \(2p/(\varepsilon_hz^3)\) at distance \(z\). Summing over both sides gives \(4\zeta(3)p/(\varepsilon_hd^3)\), where \(\zeta(3)=\sum_{n\ge1} n^{-3}\). The local field, and with it the gain, is multiplied by \(1/(1-\beta c)\), with \(c=4\zeta(3)(R/d)^3\). The factors are 1.0048 for the metal and 1.0019 for the dielectric, and the ratio becomes 0.3988. Higher multipoles are neglected.

**Strong fields.** The outer field at the pole is \((1+2\beta)E_0\): 9.0 MV/cm for the metal and 5.4 MV/cm for the dielectric. Silica breaks down at roughly 10 MV/cm, so the oxide beside the metal is close to breakdown, where this model would fail. Inside the silicon the field is 1.8 MV/cm, which gives 0.54 V across the 3 nm diameter. This is below the roughly 1.1 V that corresponds to the silicon gap, so the drop cannot lift an electron from the valence band to the conduction band. Free carriers from doping would add to the screening, but a sphere this small holds only about one dopant atom even at \(10^{20}\) cm\(^{-3}\), so doping at that level would not make it metallic.

**Charge.** One excess electron on the metal sphere would store the field energy \(e^2/(4\pi\epsilon_0\,2\varepsilon_hR)=0.123\) eV in unbounded oxide. The electrodes reduce this to about 0.11 eV, which is still not small beside the gains. Neutrality is therefore a real condition. An electron that leaves the metal sphere along the axis, towards the positive electrode, meets a barrier lowered by the outer potential of section 3 with \(\beta=1\): \(w(r)=w_0-eE_0(r-R^3/r^2)\). For a rough \(w_0=3.0\) eV and a mass \(m\) of 0.5 electron masses, the semiclassical tunnelling factor is

\[
\exp\left(-\frac2\hbar\int_R^{d/2}\sqrt{2m\,w(r)}\,dr\right)\approx e^{-56},
\]

so that path is strongly suppressed for these values. The factor is sensitive to them: a barrier of 2.5 eV and a mass of 0.4 electron masses would give about \(e^{-42}\). Image forces, which lower the barrier somewhat, and leakage through defects are not covered by this estimate.

The main values are in the numerical output below.

## Values computed for the example and the checks

```
INPUTS (rough values, silicon in silica)
host permittivity: 3.9
embryo permittivity: 11.7
permittivity ratio: 3.00
embryo radius: 1.5 nm
film thickness: 15.0 nm
applied field: 3.0 MV/cm
same field for the energy formula: 0.30 V/nm
e^2/(4 pi eps0): 1.4400 eV nm
MAIN RESULTS
beta, dielectric: 0.4000
gain, ideal metal: 0.4113 eV
gain, dielectric: 0.1645 eV
gain ratio, direct finite elements: 0.4000
dielectric: direct gain/(eps_h R^3 E0^2), fixed potential 0.2000, fixed charge 0.2000
metal: direct gain/(eps_h R^3 E0^2), fixed potential 0.5001, fixed charge 0.4999
gain ratio at permittivity ratio 2: 0.250
gain ratio at permittivity ratio 4: 0.500
gain ratio at permittivity ratio 10: 0.750
FIELDS
inside dielectric: 1.80 MV/cm
outer pole, dielectric: 5.40 MV/cm
outer pole, metal: 9.00 MV/cm
voltage across dielectric sphere: 0.54 V
NEGLECTED EFFECTS
electrode-image factor, metal: 1.0048
electrode-image factor, dielectric: 1.0019
gain ratio with electrode images: 0.3988
metal screening length (rough): 0.05 nm
effective permittivity of screened metal: 29.0
beta of screened metal: 0.682
gain of screened metal: 0.281 eV
dielectric/screened-metal gain: 0.586
reduced embryo permittivity (rough): 9.0
ideal-metal gain ratio with it: 0.304
one-electron charging energy, metal: 0.123 eV
tunnel barrier (rough): 3.0 eV
tunnel mass (rough): 0.5 electron masses
tunnelling exponent to electrode: 56.5
thermal energy at 300 K: 0.0259 eV
assumed interface energy: 0.1 J/m^2
interface cost of the sphere: 17.6 eV
```
